# Wavevector-Dependent Conductivity and Nonlocal Heat-Flux Kernel of a Gray Phonon Medium: a numerical check

```python
"""Nonlocal heat conduction from the gray phonon Boltzmann equation.
Result under test: for a steady source that feeds all directions equally,
    kappa(q)/kappa0 = 3*(k/arctan(k) - 1)/k**2,   k = q*Lambda,
and the flux is J(x) = -integral K(x-x') T'(x') dx' with
    K(x) = (3 kappa0/(2 Lambda)) * integral_0^1 dmu/mu
           * exp(-|x|/(Lambda mu)) / (artanh(mu)**2 + pi**2/4).
Symbols: C heat capacity per volume, v speed, tau relaxation time,
Lambda = v*tau, kappa0 = C*v*Lambda/3, mu direction cosine, T energy
temperature, T_p = T + tau*Q/C emission temperature, Q heating density.
Reduced units in the tests: C = v = tau = Lambda = 1, so kappa0 = 1/3.
"""
import numpy as np
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import circulant
from scipy.special import expn

# ---------- derived formulas ----------
def kappa_ratio(k, sigma=1.0):
    return 3 * (k / np.arctan(k / sigma) - sigma) / k**2

def kappa_emission_ratio(k):
    return 3 * (1 - np.arctan(k) / k) / k**2

# ---------- direct solution with discrete directions ----------
mu, weight = np.polynomial.legendre.leggauss(400)
weight = weight / 2                      # average over directions

def collision_streaming(k, sigma=1.0):
    return np.diag(sigma + 1j * k * mu) - np.outer(np.ones_like(mu), weight)

def direct_ratios(k, source, sigma=1.0):
    """kappa/kappa0 from the flux moment, for T and for T_p."""
    g = np.linalg.solve(collision_streaming(k, sigma), source.astype(complex))
    temperature, flux = weight @ g, weight @ (mu * g)
    return (3j * flux / (k * temperature),
            3j * flux / (k * (temperature + 1)))

isotropic = np.ones_like(mu)
forward = 3 * mu**2
for k in (0.3, 1.0, 4.0, 15.0):
    by_T, by_Tp = direct_ratios(k, isotropic)
    assert abs(by_T - kappa_ratio(k)) < 1e-8
    assert abs(by_Tp - kappa_emission_ratio(k)) < 1e-8
    assert abs(direct_ratios(k, forward)[0] - 1) < 1e-8
    sigma = 1 - 0.5j
    assert abs(direct_ratios(k, isotropic, sigma)[0]
               - kappa_ratio(k, sigma)) < 1e-8

# limits, taken from the direct solution
small_coefficient = (1 - direct_ratios(0.05, isotropic)[0].real) / 0.05**2
assert abs(small_coefficient - 4 / 15) < 1e-3
k_big = 50.0
big_ratio = direct_ratios(k_big, isotropic)[0].real * np.pi * k_big / 6
assert abs(k_big * (big_ratio - 1) - (2 / np.pi - np.pi / 2)) < 0.03

# ---------- real-space kernel: transform, moments, singularity ----------
u_nodes, u_weights = np.polynomial.legendre.leggauss(400)
u_nodes, u_weights = 10 * (u_nodes + 1), 10 * u_weights   # mu = tanh(u)
mu_cut = np.tanh(u_nodes)
density = u_weights / np.cosh(u_nodes)**2 / (u_nodes**2 + np.pi**2 / 4)
kernel_area = 3 * density.sum()
kernel_second = 6 * np.sum(density * mu_cut**2)
assert abs(kernel_area - 1) < 1e-8
assert abs(kernel_second - 8 / 15) < 1e-8
for k in (0.3, 1.0, 4.0, 15.0):
    transform = 3 * np.sum(density / (1 + (k * mu_cut)**2))
    assert abs(transform - direct_ratios(k, isotropic)[0]) < 1e-7

def kernel(x):
    """Lambda*K/kappa0 at reduced distance x > 0, with mu = exp(-y)."""
    def integrand(y):
        if y <= 0:
            return 0.0
        m = np.exp(-y)
        artanh = 0.5 * np.log((1 + m) / -np.expm1(-y))
        return np.exp(-x / m) / (artanh**2 + np.pi**2 / 4)
    top = np.log(50 / x) if x < 10 else 3.0
    return 1.5 * quad(integrand, 0, top, limit=400)[0]

def kernel_emission(x):
    return 1.5 * expn(3, x)

log_slope = (kernel(1e-4) - kernel(1e-3)) / np.log(10)
assert abs(log_slope - 6 / np.pi**2) < 5e-3
emission_second = 2 * quad(lambda x: x**2 * kernel_emission(x), 0, 60,
                           limit=200)[0]
assert abs(emission_second - 6 / 5) < 1e-6

# ---------- free decay of a sinusoidal temperature ----------
def slowest_mode(k):
    rates, vectors = np.linalg.eig(collision_streaming(k))
    amplitudes = (weight @ vectors) * np.linalg.solve(
        vectors, np.ones(len(mu), dtype=complex))
    i = np.argmin(rates.real)
    return rates[i], amplitudes[i]

# ---------- parameters of the worked example (SI) ----------
C, v, Lam = 1.0e6, 6000.0, 100e-9
tau, kappa0 = Lam / v, C * v * Lam / 3
Q0, period = 1.0e17, 500e-9
q = 2 * np.pi / period
k_ex = q * Lam
rate, amplitude = slowest_mode(k_ex)
assert abs(rate - (1 - k_ex / np.tan(k_ex))) < 1e-7
assert abs(amplitude - (k_ex / np.sin(k_ex))**2) < 1e-5
rate_beyond = slowest_mode(2.0)[0].real   # k above pi/2: continuum only
assert rate_beyond > 0.9
rate_steady = k_ex**2 * kappa_ratio(k_ex) / 3
rate_fourier = k_ex**2 / 3
assert rate_steady < rate_fourier < rate.real

# ---------- real-space transport: Gaussian heater and cooler ----------
N, box = 601, 30.0                       # odd N avoids a grid null mode
h = box / N
x = -box / 2 + (np.arange(N) + 0.5) * h
width, x_heater = 0.5, -box / 4
Q = (np.exp(-(x - x_heater)**2 / (2 * width**2))
     - np.exp(-(x + x_heater)**2 / (2 * width**2)))
eye = np.eye(N)
shift = np.roll(eye, 1, axis=1)          # (shift @ f)[i] = f[i+1]
D = (8 * (shift - shift.T) - (shift @ shift - shift.T @ shift.T)) / (12 * h)
t, wt = np.polynomial.legendre.leggauss(16)
mean_op, flux_op = np.zeros((N, N)), np.zeros((N, N))
for m, w in zip((t + 1) / 2, wt / 4):
    response = np.linalg.inv(eye + m * D)     # transpose serves -m
    mean_op += w * (response + response.T)
    flux_op += w * m * (response - response.T)
T = np.linalg.solve(eye - mean_op + np.ones((N, N)) / N, mean_op @ Q)
J = flux_op @ (T + Q)

edges = (np.arange((N + 1) // 2) + 0.5) * h
integral_K = np.array([1.5 * np.sum(density * (1 - np.exp(-e / mu_cut)))
                       for e in edges])
integral_Kp = 1.5 * (1 / 3 - expn(4, edges))

def convolution(integral):
    cells = np.concatenate(([2 * integral[0]], np.diff(integral)))
    return circulant(np.concatenate((cells, cells[:0:-1])))

J_kernel = -convolution(integral_K) @ (D @ T) / 3
J_emission = -convolution(integral_Kp) @ (D @ (T + Q)) / 3
J_mixed = -convolution(integral_Kp) @ (D @ T) / 3
J_local = -(D @ T) / 3
J_max = np.max(np.abs(J))

def misfit(trial):
    return np.max(np.abs(trial - J)) / J_max

# tolerance: gradient held constant in each cell, error of order h**2
assert misfit(J_kernel) < 3e-3
assert misfit(J_emission) < 3e-3
assert misfit(J_mixed) > 0.05
assert misfit(J_local) > 0.05
T_fourier = cumulative_trapezoid(-3 * J, dx=h, initial=0)
T_fourier -= T_fourier.mean()
i_hot = np.argmin(np.abs(x - x_heater))
assert T[i_hot] > T_fourier[i_hot]

# ---------- printed numbers ----------
print(f"heat capacity C = {C/1e6:.2f} MJ/(m^3 K)")
print(f"speed v = {v:.0f} m/s")
print(f"mean free path Lambda = {Lam*1e9:.0f} nm")
print(f"relaxation time tau = {tau*1e12:.3f} ps")
print(f"bulk conductivity kappa0 = {kappa0:.1f} W/(m K)")
print(f"small-k coefficient, direct = {small_coefficient:.4f}")
print(f"kappa*pi*k/(6 kappa0) at k=50, direct = {big_ratio:.4f}")
for k in (0.1, 0.5, 1.0, 2.0, 5.0, 10.0):
    print(f"k={k:4.1f}: kappa/kappa0 = {kappa_ratio(k):.4f},"
          f" kappa_p/kappa0 = {kappa_emission_ratio(k):.4f}")
print("-- sinusoidal source --")
print(f"period = {period*1e9:.0f} nm, k = q*Lambda = {k_ex:.4f}")
print(f"source amplitude = {Q0:.1e} W/m^3")
print(f"A = arctan(k)/k = {np.arctan(k_ex)/k_ex:.4f}")
kap, kap_p = kappa0*kappa_ratio(k_ex), kappa0*kappa_emission_ratio(k_ex)
print(f"kappa(q) = {kap:.2f} W/(m K)")
print(f"kappa_p(q) = {kap_p:.2f} W/(m K)")
print(f"flux amplitude = {Q0/q/1e9:.3f} GW/m^2")
print(f"T amplitude, isotropic source = {Q0/(kap*q**2):.3f} K")
print(f"T_p amplitude, isotropic source = {Q0/(kap_p*q**2):.3f} K")
print(f"T amplitude, 3mu^2 source or Fourier = {Q0/(kappa0*q**2):.3f} K")
print("-- free decay at the same period --")
print(f"gamma*tau, transport eigenvalue = {rate.real:.4f}")
print(f"gamma*tau, Fourier with kappa0 = {rate_fourier:.4f}")
print(f"gamma*tau, misuse of steady kappa(q) = {rate_steady:.4f}")
print(f"decay time 1/gamma = {tau/rate.real*1e12:.2f} ps")
print(f"late-time amplitude factor = {amplitude.real:.4f}")
print(f"lowest discrete gamma*tau at k=2 = {rate_beyond:.4f}")
print("-- kernels --")
print(f"area of K/kappa0 = {kernel_area:.6f}")
print(f"rms range of K = {np.sqrt(kernel_second)*Lam*1e9:.1f} nm")
print(f"rms range of K_p = {np.sqrt(emission_second)*Lam*1e9:.1f} nm")
print(f"log slope of Lambda*K/kappa0 near 0 = {log_slope:.4f}")
for d in (0.1, 0.5, 1.0, 3.0):
    print(f"|x|={d*Lam*1e9:3.0f} nm: Lambda*K/kappa0 = {kernel(d):.4f},"
          f" Lambda*K_p/kappa0 = {kernel_emission(d):.4f}")
print("-- Gaussian heater and cooler --")
print(f"standard deviation = {width*Lam*1e9:.0f} nm,"
      f" separation = {box/2*Lam*1e9:.0f} nm")
print(f"periodic cell = {box*Lam*1e9:.0f} nm, peak = {Q0:.1e} W/m^3")
flux_unit = Q0 * Lam / 1e9
for d in (0.5, 1.0, 2.0, 4.0):
    i = np.argmin(np.abs(x - x_heater - d))
    print(f"{(x[i]-x_heater)*Lam*1e9:5.1f} nm from heater, J in GW/m^2:"
          f" transport {J[i]*flux_unit:.3f},"
          f" kernel {J_kernel[i]*flux_unit:.3f},"
          f" local {J_local[i]*flux_unit:.3f}")
print(f"largest misfit / peak flux, K with T = {misfit(J_kernel):.1e}")
print(f"largest misfit / peak flux, K_p with T_p = {misfit(J_emission):.1e}")
print(f"largest misfit / peak flux, K_p with T = {misfit(J_mixed):.3f}")
print(f"largest misfit / peak flux, local law = {misfit(J_local):.3f}")
print(f"heater T, transport = {T[i_hot]*Q0*tau/C:.3f} K")
print(f"heater T, Fourier = {T_fourier[i_hot]*Q0*tau/C:.3f} K")
print("OK")
```

It prints:

```
heat capacity C = 1.00 MJ/(m^3 K)
speed v = 6000 m/s
mean free path Lambda = 100 nm
relaxation time tau = 16.667 ps
bulk conductivity kappa0 = 200.0 W/(m K)
small-k coefficient, direct = 0.2663
kappa*pi*k/(6 kappa0) at k=50, direct = 0.9815
k= 0.1: kappa/kappa0 = 0.9973, kappa_p/kappa0 = 0.9940
k= 0.5: kappa/kappa0 = 0.9409, kappa_p/kappa0 = 0.8725
k= 1.0: kappa/kappa0 = 0.8197, kappa_p/kappa0 = 0.6438
k= 2.0: kappa/kappa0 = 0.6048, kappa_p/kappa0 = 0.3348
k= 5.0: kappa/kappa0 = 0.3169, kappa_p/kappa0 = 0.0870
k=10.0: kappa/kappa0 = 0.1739, kappa_p/kappa0 = 0.0256
-- sinusoidal source --
period = 500 nm, k = q*Lambda = 1.2566
source amplitude = 1.0e+17 W/m^3
A = arctan(k)/k = 0.7151
kappa(q) = 151.37 W/(m K)
kappa_p(q) = 108.24 W/(m K)
flux amplitude = 7.958 GW/m^2
T amplitude, isotropic source = 4.184 K
T_p amplitude, isotropic source = 5.850 K
T amplitude, 3mu^2 source or Fourier = 3.166 K
-- free decay at the same period --
gamma*tau, transport eigenvalue = 0.5917
gamma*tau, Fourier with kappa0 = 0.5264
gamma*tau, misuse of steady kappa(q) = 0.3984
decay time 1/gamma = 28.17 ps
late-time amplitude factor = 1.7459
lowest discrete gamma*tau at k=2 = 0.9947
-- kernels --
area of K/kappa0 = 1.000000
rms range of K = 73.0 nm
rms range of K_p = 109.5 nm
log slope of Lambda*K/kappa0 near 0 = 0.6076
|x|= 10 nm: Lambda*K/kappa0 = 0.9787, Lambda*K_p/kappa0 = 0.6244
|x|= 50 nm: Lambda*K/kappa0 = 0.2691, Lambda*K_p/kappa0 = 0.3324
|x|=100 nm: Lambda*K/kappa0 = 0.0971, Lambda*K_p/kappa0 = 0.1645
|x|=300 nm: Lambda*K/kappa0 = 0.0048, Lambda*K_p/kappa0 = 0.0134
-- Gaussian heater and cooler --
standard deviation = 50 nm, separation = 1500 nm
periodic cell = 3000 nm, peak = 1.0e+17 W/m^3
 51.2 nm from heater, J in GW/m^2: transport 4.348, kernel 4.347, local 6.132
101.1 nm from heater, J in GW/m^2: transport 5.996, kernel 5.995, local 7.172
200.9 nm from heater, J in GW/m^2: transport 6.266, kernel 6.266, local 6.408
400.6 nm from heater, J in GW/m^2: transport 6.267, kernel 6.267, local 6.273
largest misfit / peak flux, K with T = 1.9e-04
largest misfit / peak flux, K_p with T_p = 2.1e-04
largest misfit / peak flux, K_p with T = 0.200
largest misfit / peak flux, local law = 0.288
heater T, transport = 23.219 K
heater T, Fourier = 22.248 K
OK
```
